# Intermultiplet lines and the magnetic form factor

A neutron of a few hundred meV can lift a Nd³⁺ ion from its ground multiplet ⁴I₉/₂ to ⁴I₁₁/₂, roughly 250 meV higher. At such incident energies the transfer cannot be made at small momentum transfer. With \(E_i=600\) meV, the transfer taken as exactly 250 meV for the model, and \(k=\sqrt{2m_nE}/\hbar\), the wavenumbers are \(k_i=17.016\) Å⁻¹ and \(k_f=12.996\) Å⁻¹, so even in forward scattering \(Q=k_i-k_f=4.020\) Å⁻¹. The strength of the line depends on how it falls between \(Q=0\) and there. The tempting rule is to multiply its \(Q=0\) strength by the square of the ion's elastic form factor. That rule is false.

## Definitions

The model is one configuration \(l^n\) with one real radial function \(R(r)\), LS coupling, \(g_s=2\) and \(\hbar=1\); lattice motion is left out. In the Born approximation the cross-section per ion, integrated over the line \(J\to J'\), is

\[
\frac{d\sigma}{d\Omega}=\frac{k_f}{k_i}\Big(\frac{\gamma r_0}{2}\Big)^2 I(Q),\qquad I=\frac{1}{2J+1}\sum_{M,M'}\big|\langle J'M'|\mathbf M|JM\rangle\big|^2,
\]
\[
\mathbf M=2\sum_i e^{i\mathbf Q\cdot\mathbf r_i}\Big[\hat{\mathbf Q}\times(\mathbf s_i\times\hat{\mathbf Q})-\frac{i}{Q}\hat{\mathbf Q}\times\mathbf p_i\Big],
\]

with \((\gamma r_0/2)^2=72.653\) mb. The radial integrals are \(j_K(Q)=\int R^2 j_K(Qr)\,r^2dr\); the symbol \(j_K(x)\) with argument \(x=Qr\) is the spherical Bessel function. "Exact" means exact in this model.

Both multiplets are closed under rotations, so \(I\) does not depend on \(\hat{\mathbf Q}\); take \(\mathbf Q\parallel z\). A powder whose ions sit in a single crystal-field state gives the same \(I\), provided the field does not mix different \(J\) and all components of \(J'\) are integrated. With \(P_{J'}\) the projector on the final multiplet, the direction average of \(\sum_\alpha M_\alpha^\dagger P_{J'}M_\alpha\) commutes with every rotation, so by Schur's lemma it is its trace over \(2J+1\) times the identity. The program tests this on a random state.

With \(\mathbf p=-i\nabla\), the orbital term is \(-(i/Q)\hat z\times\mathbf p=-(1/Q)(-\partial_y,\partial_x,0)\). Forming \(M_\pm=M_x\pm iM_y\) and \(\partial_\pm=\partial_x\pm i\partial_y\), and using \(-\partial_y\pm i\partial_x=\pm i\partial_\pm\), one electron contributes

\[
M_\pm=2e^{iQz}\Big[s_\pm\mp\frac{i}{Q}\partial_\pm\Big].
\]

For any matrix element \(|M_x|^2+|M_y|^2=\tfrac12(|M_+|^2+|M_-|^2)\). The mirror \(y\to-y\) leaves \(\mathbf Q\) and the multiplets unchanged and sends the axial \(M_+\) to \(-M_-\), so the two sums are equal and \(I=(2J+1)^{-1}\sum|\langle M_+\rangle|^2\).

## The counter-example: ⁴I₉/₂ → ⁴I₁₁/₂

The 4f function comes from a non-relativistic, spherical, spin-unpolarized, exchange-only LDA calculation for Nd³⁺ in a finite Gaussian basis (the last digits of the radial numbers below belong to that basis), with \(\langle r^2\rangle=0.308\) Å². At \(Q=4.020\) Å⁻¹ it gives \(j_0=0.4870\) and \(j_2=0.1638\).

At \(Q=0\), \(\mathbf M=(\mathbf L+2\mathbf S)_\perp\), as the proof below confirms. Since \(\mathbf L+2\mathbf S=\mathbf J+\mathbf S\) and \(\mathbf J\) cannot change \(J\), the line is driven by \(\mathbf S\). From \(J=L-S\) the vector \(\mathbf S\) reaches only \(J\) and \(J+1\), and two of three equivalent components count, so

\[
I_{J+1}(0)=\tfrac23\big[S(S+1)-(g-1)^2J(J+1)\big],
\]

where \(\mathbf S\to(g-1)\mathbf J\) inside \(J\). With \(L=J+S\), \(\mathbf S\cdot\mathbf J=\tfrac12[J(J+1)+S(S+1)-L(L+1)]=-JS\), hence \(g-1=-JS/[J(J+1)]=-S/(J+1)\). The bracket is then \(S[(S+1)(J+1)-SJ]/(J+1)=S(L+1)/(J+1)\). For \(L=6\), \(S=3/2\), \(J=9/2\) this gives \(g=0.72727\) and \(I(0)=\tfrac23\cdot1.5\cdot7/5.5=1.2727\).

The elastic form factor, taken as the rank-1 part of the \(J\to J\) amplitude, is \(j_0+C_2j_2\) with \(C_2=1.80303\), derived below. With \(k_f/k_i=0.7638\) the rule predicts

\[
72.653\times0.7638\times1.2727\times(0.4870+1.80303\times0.1638)^2=43.2\ \text{mb/sr}.
\]

The exact value needs no expansion. Write \(\psi_m=R\,\Theta_m(\theta)e^{im\phi}/\sqrt{2\pi}\), \(\mu=\cos\theta\), and use \(\partial_\pm=e^{\pm i\phi}[\sin\theta\,\partial_r+r^{-1}\cos\theta\,\partial_\theta\pm i(r\sin\theta)^{-1}\partial_\phi]\). The \(\phi\) integral leaves

\[
\langle m\pm1|e^{iQz}\partial_\pm|m\rangle=\int r^2dr\,d\mu\;R\,\Theta_{m\pm1}e^{iQr\mu}\Big[\sin\theta\,R'\Theta_m+\frac Rr\Big(\mu\,\partial_\theta\Theta_m\mp\frac{m\Theta_m}{\sin\theta}\Big)\Big].
\]

The spin term needs only \(\langle m|e^{iQz}|m\rangle\). Both are done by quadrature and summed over the three electrons, between multiplets found as simultaneous eigenvectors of \(L^2,S^2,J^2,J_z\) among the f³ determinants. The result is \(I=0.1468\), so

\[
72.653\times0.7638\times0.1468=8.15\ \text{mb/sr}.
\]

The rule gives 5.3 times the exact cross-section. The \(J\to J\) intensity halves at 4.8 Å⁻¹, this line at 2.2 Å⁻¹. These figures depend on the radial function in their leading digits: a scalar-relativistic (ZORA) version of the same LDA expands the 4f shell to \(\langle r^2\rangle=0.343\) Å² and gives 6.8 mb/sr, a factor 6.0, half points at 4.6 and 2.1 Å⁻¹, and moves the ⁴I₁₃/₂ peak quoted below from 14.1 to 13.5 Å⁻¹. For ⁴I₉/₂ → ⁴I₁₃/₂ the rule fails outright: \(\mathbf S\) cannot change \(J\) by two, so the rule predicts zero at every \(Q\), whereas \(I=0.0074\) near 14 Å⁻¹.

## The correct statement

Let \(\mathbf T=\sum_i\mathbf t_i\) with \(\mathbf t=\mathbf s-3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)\).

(a) \(M_+\) is a sum of tensor operators of rank \(K'=1,\dots,2l+1\), whose intensities add without cross terms.

(b) The rank-1 part is \(j_0(\mathbf L+2\mathbf S)+j_2(\mathbf L-\mathbf T)\). Its amplitude is \(g(j_0+C_2j_2)\langle\mathbf J\rangle\) for \(J\to J\) and \((j_0-c\,j_2)\langle\mathbf S\rangle\) for \(J\to J+1\) in the same term, with \(c=1+\langle\mathbf T\rangle/\langle\mathbf S\rangle\). The dipole approximation drops \(\mathbf T\) and all higher ranks, giving \(j_0-j_2\).

(c) A line that \(\mathbf L+2\mathbf S\) does not connect vanishes at least as fast as \(Q^4\), at least as fast as \(Q^8\) if \(|\Delta J|=4\) or 5, and, unless it vanishes at every \(Q\), has its maximum at finite \(Q\).

## Proof

**Spin part.** Expand \(e^{iQz}=\sum_Ki^K(2K+1)j_K(Qr)\,C^K_0\), where \(C^K_q=\sqrt{4\pi/(2K+1)}\,Y_{Kq}\) and \(C^K_0=P_K\). Between two orbitals of the same \(l\), parity and the triangle rule keep even \(K\le2l\), and the radial integral gives \(j_K\). With \(s_+=-\sqrt2\,s_{+1}\), inverting the Clebsch–Gordan coupling gives

\[
M_+^{\rm spin}=-2\sqrt2\sum_{K,K'}i^K(2K+1)\,j_K\,\langle K0\,11|K'1\rangle\,[C^K\otimes s]^{K'}_1 .
\]

Rank 1 comes from \(K=0\), which is \(2s_+j_0\), and from \(K=2\). The vector \(t_a=-3(\hat r_a\hat r_b-\tfrac13\delta_{ab})s_b\) is linear in \(\mathbf s\) and quadrupolar in \(\hat{\mathbf r}\), so it is proportional to \([C^2\otimes s]^1\). In the \(q=0\) component the coefficient of \(s_z\) is \(\langle20\,10|10\rangle C^2_0=-\sqrt{2/5}\,(3\mu^2-1)/2=(1-3\mu^2)/\sqrt{10}\), while in \(t_z\) it is \(1-3\mu^2\). Hence \([C^2\otimes s]^1_1=t_{+1}/\sqrt{10}=-t_+/\sqrt{20}\). With \(\langle20\,11|11\rangle=1/\sqrt{10}\),

\[
-2\sqrt2\cdot(-5)\,j_2\cdot\frac{1}{\sqrt{10}}\cdot\Big(-\frac{t_+}{\sqrt{20}}\Big)=-j_2\,t_+ .
\]

**Orbital part.** Since \(\partial_+e^{iQz}=0\), integration by parts gives \(\int\psi'^*e^{iQz}\partial_+\psi=\tfrac12\int e^{iQz}(\psi'^*\partial_+\psi-\psi\,\partial_+\psi'^*)\). For \(\psi=RY\), \(\psi'=RY'\) the radial derivatives give \(RR'(Y'^*Y-YY'^*)=0\); this is where a single real \(R\) is needed. What remains is \((R^2/r)\,G_+\), with

\[
\mathbf G=\tfrac12(Y'^*\nabla_\Omega Y-Y\nabla_\Omega Y'^*)
\]

and \(\nabla_\Omega\) the gradient on the unit sphere. The field \(\mathbf G\) is tangential. Its divergence \(\tfrac12(Y'^*\nabla_\Omega^2Y-Y\nabla^2_\Omega Y'^*)\) vanishes because both functions have the same \(l\). Its Cartesian components are odd under inversion, so only odd orders \(n\) of the plane wave survive. The identity \(j_n(x)/x=[j_{n-1}(x)+j_{n+1}(x)]/(2n+1)\) absorbs the factor \(1/(Qr)\) and cancels \(2n+1\):

\[
M_+^{\rm orb}=-2i\sum_{n\ \rm odd}i^n(j_{n-1}+j_{n+1})\int P_n\,\mathbf e_+\!\cdot\mathbf G\,d\Omega,\qquad\mathbf e_+=\hat x+i\hat y .
\]

The field \(P_n\mathbf e_+\) contains ranks \(n-1,n,n+1\). Fields of rank \(k\) are spanned by \(\hat{\mathbf r}Y_k\) and \(\nabla_\Omega Y_k\), whose components have parity \((-1)^{k+1}\), and by \(\mathbf lY_k\), with parity \((-1)^k\), where \(\mathbf l=-i\hat{\mathbf r}\times\nabla_\Omega\). Parity \((-1)^n\) makes the ranks \(n\pm1\) radial or gradient. The radial piece is orthogonal to \(\mathbf G\), and the gradient piece integrates by parts to \(\nabla_\Omega\cdot\mathbf G=0\). The rank-\(n\) piece is \(a\,\mathbf lC^n_1\). Projection fixes \(a\): \((\mathbf lC^n_1)^*\cdot\mathbf e_+=(l_-C^n_1)^*=\sqrt{n(n+1)}\,P_n\), the norm of \(\mathbf lC^n_1\) carries \(n(n+1)\), and \(P_n\) and \(C^n_1\) have equal norms, so \(a=1/\sqrt{n(n+1)}\).

For the divergence-free \(\mathbf F=\mathbf lC^n_1\), undoing the integration by parts gives \(\int\mathbf F\cdot\mathbf G=\langle Y'|\mathbf F\cdot\nabla_\Omega|Y\rangle\). The triple product gives \(\mathbf F\cdot\nabla_\Omega=-i(\hat{\mathbf r}\times\nabla_\Omega C)\cdot\nabla_\Omega=i\nabla_\Omega C\cdot(\hat{\mathbf r}\times\nabla_\Omega)=-\nabla_\Omega C\cdot\mathbf l\). Because \(\hat{\mathbf r}\cdot\mathbf l=0\), \(\nabla_\Omega C^n_1\) may be replaced by \(\nabla(r^nC^n_1)\) at \(r=1\), whose components are harmonics of degree \(n-1\), so the product is a multiple of \([C^{n-1}\otimes l]^n\). For \(q=0\) the coefficient of \(l_z\) is \(\partial_z(r^nP_n)=nr^{n-1}P_{n-1}\) (an axial harmonic is fixed by its value \(nz^{n-1}\) on the axis), against \(\langle n{-}1\,0\,10|n0\rangle=\sqrt{n/(2n-1)}\); the multiple is \(\sqrt{n(2n-1)}\). The phases combine as \((-2i)\,i^n(-1)=-2i^{n-1}\), so

\[
M_+^{\rm orb}=-2\sum_{n=1,3,\dots,2l-1}i^{n-1}\sqrt{\frac{2n-1}{n+1}}\,(j_{n-1}+j_{n+1})\,[C^{n-1}\otimes l]^n_1 .
\]

For \(n=1\) this is \(-\sqrt2\,(j_0+j_2)\,l_{+1}=(j_0+j_2)\,l_+\). Adding \(2s_+j_0-t_+j_2\) and summing over electrons gives the operator in (b). At \(Q=0\) only \(j_0=1\) survives, leaving \(\mathbf L+2\mathbf S\). The program tests both expansions together against the quadrature matrix, element by element.

**No interference.** The Wigner–Eckart theorem gives \(\langle J'M{+}1|M_+|JM\rangle=\sum_{K'}a_{K'}\langle JM\,K'1|J'M{+}1\rangle\). Clebsch–Gordan orthogonality, with \(K'\) moved to the place of the resultant, makes the sum over \(M\) of two such coefficients equal \(\delta_{K'K''}(2J'+1)/(2K'+1)\). Hence

\[
I=\sum_{K'}|a_{K'}|^2\frac{2J'+1}{(2K'+1)(2J+1)},
\]

which is (a). The program tests the rank sum against the direct \(I\) for seven final multiplets.

**The amplitudes.** Between \(J\) and \(J+1\), \(\langle\mathbf J\rangle=0\) means \(\langle\mathbf L\rangle=-\langle\mathbf S\rangle\), so the amplitude is \(j_0\langle\mathbf S\rangle-j_2(\langle\mathbf S\rangle+\langle\mathbf T\rangle)\). The sign of \(j_2\) is the physics of the misconception. The orbital moment carries \(j_0+j_2\) and the spin moment \(j_0\); in this transition they enter as \(2\langle\mathbf S\rangle j_0-\langle\mathbf S\rangle(j_0+j_2)\), with opposite signs. Inside \(J\), \(\mathbf L\to(2-g)\mathbf J\) enters with a positive sign.

Within a term, \(\mathbf T\) has rank 2 in orbital space and rank 1 in spin space, so the Wigner–Eckart theorem applied to each gives

\[
\mathbf T=\xi\Big\{\tfrac32\big[\mathbf L(\mathbf L\cdot\mathbf S)+(\mathbf L\cdot\mathbf S)\mathbf L\big]-L(L+1)\mathbf S\Big\}.
\]

In the state \(M_L=L\), \(M_S=S\), where \(\langle S_x\rangle=\langle S_y\rangle=0\), this has \(\langle T_z\rangle=\xi S[3L^2-L(L+1)]=\xi SL(2L-1)\). For the Hund term with \(n\le2l\) that state is one determinant of up spins with \(m=l,\dots,l-n+1\), so \(\langle T_z\rangle=-\tfrac12\sum_m\langle3\mu^2-1\rangle_m\). By the same theorem \(\langle3\mu^2-1\rangle_m=\alpha[3m^2-l(l+1)]\). For \(m=l\) the weight \((1-\mu^2)^l\) gives \(\langle\mu^2\rangle=1/(2l+3)\), so \(-2l/(2l+3)=\alpha\,l(2l-1)\) and \(\alpha=-2/[(2l-1)(2l+3)]\). With \(m=l-k\), \(k=0,\dots,n-1\),

\[
\sum_m[3m^2-l(l+1)]=nl(2l-1)-3ln(n-1)+\tfrac12n(n-1)(2n-1)=\tfrac n2(2l+1-n)(2l+1-2n),
\]

both forms being \(\tfrac n2[(2l+1)^2-3n(2l+1)+2n^2]\). Since \(L=\tfrac n2(2l+1-n)\) and \(n=2S\),

\[
\xi=\frac{2l+1-4S}{S(2L-1)(2l-1)(2l+3)} .
\]

Let \(\lambda_J=\tfrac12[J(J+1)-L(L+1)-S(S+1)]\), the eigenvalue of \(\mathbf L\cdot\mathbf S\). Acting right and left it gives \(\langle\mathbf T\rangle=\xi[\tfrac32(\lambda_J+\lambda_{J'})\langle\mathbf L\rangle-L(L+1)\langle\mathbf S\rangle]\), and therefore

\[
c=1-\xi\big[\tfrac32(\lambda_J+\lambda_{J+1})+L(L+1)\big],\qquad C_2=\frac{2-g-\xi[3\lambda_J(2-g)-L(L+1)(g-1)]}{g}.
\]

For f³, \(\xi=1/(1.5\cdot11\cdot45)=0.001347\), \(\lambda=-10.5\) and \(-5\), so \(c=1-0.001347\,[\tfrac32(-15.5)+42]=0.97475\), and \(C_2=1.80303\) against \((2-g)/g=1.75\) without \(\mathbf T\). For f², \(c=0.85556\). For f¹, \(c=1-0.044444\,[\tfrac32(-0.5)+12]=0.5\): there \(j_0-j_2\) doubles the \(j_2\) coefficient. The program projects the rank-1 amplitude out of the quadrature matrices for f¹, f² and f³, all with the same \(R\), and tests both formulas and that \(c=1\) fails.

**Small \(Q\).** From \(j_K(x)\simeq x^K/(2K+1)!!\) and \(j_0(x)\simeq1-x^2/6\) follow \(j_2\simeq Q^2\langle r^2\rangle/15\) and \(j_0\simeq1-Q^2\langle r^2\rangle/6\). The spin part of rank \(K'\) needs an even \(K\ge K'-1\), and the orbital part starts at \(j_{K'-1}\) with \(K'\) odd; the lowest integral in rank \(K'\) is \(j_K\) with \(K=2\lfloor K'/2\rfloor\). Ranks above 1 thus enter \(I\) at \(Q^4\), and to order \(Q^2\)

\[
\frac{I}{I(0)}=1-Q^2\langle r^2\rangle\Big(\frac13+\frac{2c}{15}\Big)\ \ (J\to J+1),\qquad 1-Q^2\langle r^2\rangle\Big(\frac13-\frac{2C_2}{15}\Big)\ \ (J\to J).
\]

For f³ the slopes are \(0.30824\,(\tfrac13+\tfrac{2}{15}0.97475)=0.1428\) Å² and \(0.30824\,(\tfrac13-\tfrac2{15}1.80303)=0.0286\) Å². Their ratio, \((5+2c)/(5-2C_2)=4.99\), is independent of \(R\). The program tests both slopes against the direct \(I\).

**Forbidden lines.** Where \(\mathbf L+2\mathbf S\) has no element, \(j_0\) is absent, every amplitude is of order \(j_2\) or smaller, and \(I=O(Q^4)\). The triangle rule \(K'\ge|\Delta J|\) excludes \(j_2\) as well when \(|\Delta J|=4,5\), giving \(O(Q^8)\). These are bounds, since a leading coefficient can vanish. Every \(j_K\to0\) as \(Q\to\infty\) by the Riemann–Lebesgue lemma, so a non-negative \(I\) that is zero at \(Q=0\) and not identically zero has its maximum at finite \(Q\). This proves (c), which does not fix where the maximum lies.

## What the Nd³⁺ numbers show

At 4.020 Å⁻¹ the prefactor \(72.653\times0.7638\times1.2727\) times \((0.4870-0.1638)^2\) gives 7.38 mb/sr, and times \((0.4870-0.97475\times0.1638)^2\) gives 7.57 mb/sr. These lie 9% and 7% below the exact 8.15 mb/sr; by (a) the last gap is the higher ranks. Beyond that the dipole law is a poor guide. At 6.5 Å⁻¹ the amplitude \(j_0-c\,j_2\) passes through zero while \(I/I(0)=0.0156\), of which rank 3 supplies 0.0123. The line then recovers to 0.030 at 10 Å⁻¹, where rank 1 carries 47% of it.

| final level | small-\(Q\) power | peak \(Q\) (Å⁻¹) | peak \(I\) |
|---|---|---|---|
| ⁴I₁₃/₂ | 4.00 | 14.1 | 0.0074 |
| ⁴I₁₅/₂ | 4.00 | 15.0 | 0.0016 |
| ⁴F₃/₂ | 4.00 | 7.7 | 0.055 |
| ⁴G₉/₂ | 4.00 | 9.1 | 0.0045 |
| ⁴D₁/₂ | 8.00 | 11.1 | 0.0036 |

The tested powers reach the bounds. The line to ⁴G₉/₂ has \(\Delta J=0\), yet \(\mathbf L\) and \(\mathbf S\) cannot change the term, so its rank-1 amplitude is \(-j_2\langle\mathbf T\rangle\) (tested): dipole rank, zero at \(Q=0\). The \(Q^8\) line peaks at 11.1 Å⁻¹, close to the maximum of its leading integral \(j_4\), but the peaks of the \(Q^4\) lines do not follow theirs. All four \(Q^4\) lines peak beyond the maximum of \(j_2\) at 6.1 Å⁻¹, and ⁴I₁₃/₂ and ⁴I₁₅/₂ peak beyond that of \(j_4\) at 10.6 Å⁻¹ and later than the \(Q^8\) line. That small \(j_2\) coefficients leave \(j_4\) and \(j_6\) in control of these two is a conjecture. All peak positions belong to this LDA radial function.

## Where the statement fails

Spin–orbit coupling mixes terms of equal \(J\). Take \(|a\rangle=\cos\vartheta|1\rangle+\sin\vartheta|2\rangle\) and \(|b\rangle=\cos\vartheta|2\rangle-\sin\vartheta|1\rangle\). At \(Q=0\) the operator is \(g_1\mathbf J\) in \(|1\rangle\), \(g_2\mathbf J\) in \(|2\rangle\) and zero between them, so \(\langle b|\mathbf L+2\mathbf S|a\rangle=(g_2-g_1)\sin\vartheta\cos\vartheta\,\langle\mathbf J\rangle\) and

\[
I(0)=\tfrac23J(J+1)(g_2-g_1)^2\sin^2\vartheta\cos^2\vartheta .
\]

For ⁴I₉/₂ and the combination of the two f³ ²H₉/₂ levels that spin–orbit coupling reaches from it (\(g=0.90909\)) with the model value \(\sin\vartheta=0.2\), \(I(0)=\tfrac23\cdot\tfrac92\cdot\tfrac{11}2\,(0.90909-0.72727)^2(0.2)^2(1-0.2^2)=0.021\), on a line that starts as \(Q^4\) when unmixed. A change of term therefore guarantees a zero at \(Q=0\) only in pure LS coupling, and \(c\) and \(C_2\) also change with mixing. The bounds set by \(|\Delta J|\ge2\) use only the triangle rule and hold while \(J\) is conserved; the program tests the power 4 from the mixed ground state to ⁴I₁₃/₂. A crystal field that mixes different \(J\) removes that protection. If initial and final orbitals have different radial functions, as relativistic \(j=l\pm\tfrac12\) orbitals do, the radial current no longer cancels and the orbital expansion must be redone.

The program that produces the non-relativistic numbers above, and its output, follow.

## Table of computed values

```
a0 = 0.529177 A; 4f level = -1.2106 Ha; -V/T = 2.00000; <r^2> = 0.30824 A^2
f1: L=3 S=0.5 J=2.5 g=0.85714 xi=0.044444 lam_J=-2.0 lam_J+1=1.5
    c=0.50000 C2=1.60000 (2-g)/g=1.33333 I_el(0)=4.2857 I_up(0)=0.3810
f2: L=5 S=1.0 J=4.0 g=0.80000 xi=0.007407 lam_J=-6.0 lam_J+1=-1.0
    c=0.85556 C2=1.64444 (2-g)/g=1.50000 I_el(0)=8.5333 I_up(0)=0.8000
f3: L=6 S=1.5 J=4.5 g=0.72727 xi=0.001347 lam_J=-10.5 lam_J+1=-5.0
    c=0.97475 C2=1.80303 (2-g)/g=1.75000 I_el(0)=8.7273 I_up(0)=1.2727
f3 slope -d(I/I0)/dQ^2: J->J 0.02864 A^2, J->J+1 0.14281 A^2, ratio 4.985
Q[1/A]  j0  j2  j4  j6
  2.0   0.8214   0.0672   0.0030   0.0001
  4.0   0.4901   0.1631   0.0255   0.0034
  6.0   0.2343   0.1954   0.0588   0.0143
  8.0   0.0885   0.1775   0.0829   0.0293
 10.0   0.0181   0.1406   0.0925   0.0426
 12.0  -0.0107   0.1027   0.0907   0.0514
Q[1/A] (j0+C2j2)^2 exact_el/I0 (j0-j2)^2 (j0-c j2)^2 exact_11/2/I0 rank1_share
  2.0   0.8883   0.8886   0.5688   0.5714   0.5726   0.9979
  4.0   0.6149   0.6173   0.1069   0.1096   0.1177   0.9311
  6.0   0.3441   0.3489   0.0015   0.0019   0.0166   0.1159
  8.0   0.1670   0.1726   0.0079   0.0071   0.0240   0.2983
 10.0   0.0738   0.0789   0.0150   0.0142   0.0302   0.4694
 12.0   0.0305   0.0347   0.0129   0.0123   0.0263   0.4670
Q[1/A] I(Q), dimensionless, to 4I13/2 4I15/2 4F3/2 4G9/2 4D1/2
  2.0   0.00016   0.00000   0.00324   0.00033   0.00000
  4.0   0.00111   0.00003   0.02506   0.00208   0.00022
  6.0   0.00239   0.00015   0.04896   0.00371   0.00126
  8.0   0.00397   0.00049   0.05500   0.00443   0.00263
 10.0   0.00568   0.00097   0.04693   0.00448   0.00345
 12.0   0.00695   0.00137   0.03436   0.00408   0.00349
half intensity at Q: J->J 4.81 1/A, J->J+1 2.24 1/A
node of j0-c j2: 6.49 1/A (c=1: 6.43 1/A); exact I/I0 there 0.0156
  rank 2..7 parts of I/I0 there: 0.0012 0.0123 0.0003 0.0014 0.0002 0.0001
4I13/2: small-Q power 3.997, peak at 14.11 1/A, peak I = 0.00741
4I15/2: small-Q power 3.997, peak at 15.00 1/A, peak I = 0.00161
4F3/2: small-Q power 3.998, peak at 7.65 1/A, peak I = 0.05524
4G9/2: small-Q power 3.997, peak at 9.11 1/A, peak I = 0.00452
4D1/2: small-Q power 7.996, peak at 11.10 1/A, peak I = 0.00356
j2 peaks at 6.06 1/A with value 0.1954
j4 peaks at 10.57 1/A with value 0.0929
mixing sin(theta)=0.2: g(2H9/2)=0.90909, I(0)=0.02095; unmixed power 3.997
(gamma r0/2)^2 = 72.653 mb; Ei = 600 meV, transfer (rough) = 250 meV
ki = 17.016, kf = 12.996, Qmin = 4.020 1/A; kf/ki = 0.7638
at Qmin: j0 = 0.4870, j2 = 0.1638, exact I(11/2) = 0.1468
dsigma/dOmega [mb/sr]: exact 8.15, elastic form factor 43.21 (ratio 5.30)
   j0-j2 7.38, j0-c j2 7.57 mb/sr
```
